# Bounds on the resistance of a cylindrical channel between two half-spaces

**The problem.** An insulating plate of thickness $L$ is pierced by a round hole of radius $a$. The hole and the half-spaces on both sides of the plate are filled with one conductor of uniform, isotropic resistivity $\rho$ that obeys Ohm's law. No current crosses the walls of the hole or the faces of the plate. A steady current $I$ comes from infinity in the lower half-space, where the potential is $V$, and leaves to infinity in the upper one, where the potential is zero. The resistance is $R=V/I$, and the dimensionless end correction $\alpha$ is defined by

$$R=\frac{\rho\,(L+2\alpha a)}{\pi a^2}.$$

Each end thus acts like an extra piece of channel of length $\alpha a$. The potential has no simple closed form for $L>0$, but $\alpha$ can be enclosed between two bounds.

## Part (a): two variational principles

**Question.** Let $\mathbf j=-\nabla\phi/\rho$ be the true current density. Prove that (i) any other divergence-free current distribution carrying the same $I$ and respecting the walls dissipates at least $RI^2$, and (ii) inserting perfectly conducting sheets across the mouths cannot raise the resistance.

**Answer.** The true field satisfies $\nabla\cdot\mathbf j=0$. At a large distance $s$ from the hole, $\phi$ differs from its terminal value by a term of order $1/s$, and $\mathbf j$ is of order $1/s^2$. With $\mathbf n$ the outward normal, integration by parts gives the true dissipation:

$$\int\rho j^2\,dV=-\int\nabla\phi\cdot\mathbf j\,dV=-\oint\phi\,\mathbf j\cdot\mathbf n\,dA=VI=RI^2 .$$

The walls contribute nothing. The lower far hemisphere, where current enters, gives $+VI$, and the upper one gives zero.

(i) Let the trial current, like the true one, fall off as $1/s^2$ far from the hole, and write it as $\mathbf j+\mathbf d$. Then $\nabla\cdot\mathbf d=0$, $\mathbf d\cdot\mathbf n=0$ on the walls, and $\mathbf d$ carries no net current. Its dissipation is

$$\int\rho|\mathbf j+\mathbf d|^2dV=RI^2+2\int\rho\,\mathbf j\cdot\mathbf d\,dV+\int\rho d^2\,dV .$$

The cross term is $-2\int\nabla\phi\cdot\mathbf d\,dV=-2\oint\phi\,\mathbf d\cdot\mathbf n\,dA$. On a far hemisphere the constant part of $\phi$ multiplies zero net current. The remainder is of order $(1/s)(1/s^2)s^2=1/s$ and vanishes as $s\to\infty$. The tangential part of $\mathbf d$ may jump at a mouth: the normal part and $\phi$ are continuous there, so the surface terms from the two sides cancel. Hence

$$\int\rho|\mathbf j+\mathbf d|^2dV=RI^2+\int\rho d^2\,dV\ \ge\ RI^2 .$$

This is Thomson's principle.

(ii) Let $\psi=\phi+\chi$ be any continuous potential with the same terminal values, so that $\chi$ falls off as $1/s$. Then

$$\int\frac{|\nabla\psi|^2}{\rho}dV=\frac{V^2}{R}+\frac2\rho\int\nabla\phi\cdot\nabla\chi\,dV+\int\frac{|\nabla\chi|^2}{\rho}dV .$$

Since $\nabla^2\phi=0$, the middle integral equals $\oint\chi\,\nabla\phi\cdot\mathbf n\,dA$. It vanishes on the walls because $\nabla\phi\cdot\mathbf n=0$, and at infinity because the integrand falls as $1/s^3$. So the dissipation of $\psi$ is at least $V^2/R$, which is Dirichlet's principle.

With sheets inserted, the potential is still continuous and has the same terminal values, so it is an admissible $\psi$. Its dissipation is $V^2/R_{\rm s}$, where $R_{\rm s}$ is the resistance with sheets. Therefore $V^2/R_{\rm s}\ge V^2/R$, or $R_{\rm s}\le R$.

## Part (b): the lower bound

**Question.** Show that

$$\phi(r,z)=\frac{\rho I}{4\pi a}\int_{-a}^{a}\frac{dt}{\sqrt{r^2+(z+it)^2}}$$

solves the problem of a half-space $z>0$ fed with current $I$ by an equipotential disc of radius $a$. Deduce a lower bound on $\alpha$.

**Answer.** The function $1/\sqrt{r^2+(z-z_0)^2}$ satisfies Laplace's equation for real $z_0$. The differentiation is the same algebra for $z_0=-it$, so each integrand is harmonic wherever the root is smooth. The radicand is $r^2+z^2-t^2+2izt$. For $z>0$ it is real only at $t=0$, where it is positive, so the root with positive real part is smooth throughout the half-space. The values at $t$ and $-t$ are complex conjugates, so $\phi$ is real.

*On the disc*, $r<a$ and $z\to0^+$. For $|t|>r$ the root tends to $\pm i\sqrt{t^2-r^2}$, with the sign of $t$, and the contributions of $t$ and $-t$ cancel. What remains is

$$\int_{-r}^{r}\frac{dt}{\sqrt{r^2-t^2}}=\pi,\qquad\text{so}\qquad \phi=\frac{\rho I}{4a},$$

independent of $r$.

*On the insulated plane*, $r>a$ and $z\to 0^+$. The $z$-derivative of the integrand tends to $-it/(r^2-t^2)^{3/2}$. This is odd in $t$ and integrates to zero, so no current crosses the plane.

*Far away*, the integrand tends to $1/s$, the integral to $2a/s$, and $\phi\to\rho I/(2\pi s)$. The current density is $I/(2\pi s^2)$, and over a hemisphere of area $2\pi s^2$ it adds up to $I$, as required.

The disc therefore sees a resistance $\rho/(4a)$. With sheets across both mouths the channel has equipotential ends and carries uniform current, so

$$R\ \ge\ R_{\rm s}=\frac{\rho L}{\pi a^2}+2\,\frac{\rho}{4a}=\frac{\rho}{\pi a^2}\left(L+2\,\frac{\pi a}{4}\right),\qquad \alpha\ge\frac{\pi}{4}=0.785 .$$

## Part (c): the upper bound

**Question.** Use a trial current that is uniform in the channel to bound $\alpha$ from above.

**Answer.** The flux density in the channel, and hence through each mouth, is $j_0=I/(\pi a^2)$. In each half-space continue it by the potential flow with this normal flux over the mouth and none through the plate. The normal current is then continuous, which is all that Thomson's principle demands. The potentials on the two sides of a mouth need not agree.

Take the upper half-space. An element $dA'$ of the mouth injects $j_0\,dA'$ at an insulating surface, which produces the potential $\rho j_0\,dA'/(2\pi s)$ at distance $s$. By the integration by parts of part (a), the dissipation is the integral of potential times injected flux:

$$P=\int_{\rm mouth}\phi\,j_0\,dA=\frac{\rho j_0^2}{2\pi}\,W,\qquad W=\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.$$

By reflection, the lower half-space dissipates the same amount.

To find $W$, let the disc grow from radius zero to $a$. At radius $b$, use polar coordinates $(s,\theta)$ centred on a point of the rim, with $\theta$ measured from the diameter. The chord in direction $\theta$ has length $2b\cos\theta$, so

$$\int\frac{dA'}{s}=\int_{-\pi/2}^{\pi/2}d\theta\int_0^{2b\cos\theta}ds=\int_{-\pi/2}^{\pi/2}2b\cos\theta\,d\theta=4b .$$

A new ring of area $2\pi b\,db$ pairs with the disc already present. Each pair occurs twice in $W$, once in each order, so $dW=2(4b)(2\pi b\,db)$ and

$$W=16\pi\int_0^a b^2\,db=\frac{16\pi a^3}{3},\qquad
P=\frac{\rho}{2\pi}\,\frac{I^2}{\pi^2a^4}\,\frac{16\pi a^3}{3}=\frac{8\rho I^2}{3\pi^2a}.$$

The channel dissipates $\rho LI^2/(\pi a^2)$. Adding two ends and dividing by $I^2$,

$$R\le\frac{\rho L}{\pi a^2}+\frac{16\rho}{3\pi^2a}=\frac{\rho}{\pi a^2}\left(L+2\,\frac{8a}{3\pi}\right),\qquad \alpha\le\frac{8}{3\pi}=0.849 .$$

## Part (d): how $\alpha$ depends on the length

**Question.** Is either bound attained? Show that $\alpha$ does not decrease as $L/a$ grows, and state how well the bounds fix $R$ for short and long channels.

**Answer.** For $L=0$, reflection in the plane of the hole, combined with $\phi\to V-\phi$, maps the problem onto itself. The opening is then an equipotential at $V/2$, a sheet there changes nothing, and $\alpha=\pi/4$, with $R=\rho/(2a)$.

For $L>0$ the lower bound is not attained. Equality would require the potential with sheets to be the true one, but its flux is uniform on the channel side of a mouth and non-uniform on the other. The upper bound is not attained either. In the trial flow the potential on the channel side of the upper mouth is constant, while on the half-space side it is higher at the centre, where $\int dA'/s=2\pi a$, than at the rim, where it is $4a$. The trial current therefore differs from the true one.

For the dependence on length, the same reflection symmetry makes the midplane of any channel an equipotential. Take a channel of length $L_2$ and place a conducting sheet at depth $L_1/2<L_2/2$ below each mouth. Between the sheets the current is uniform over a length $L_2-L_1$. Outside them lie the two halves of a channel of length $L_1$. Sheets cannot raise the resistance, so

$$L_1+2\alpha(L_1)a+(L_2-L_1)\le L_2+2\alpha(L_2)a,\qquad\text{that is}\qquad \alpha(L_1)\le\alpha(L_2).$$

A numerical solution shows where $\alpha$ lies. Laplace's equation was solved by finite volumes on ring-shaped cells, refined towards the edge of the mouth, with a grounded outer boundary at $3000a$:

| $L/a$ | $\alpha$ |
|---|---|
| 0.1 | 0.805 |
| 0.5 | 0.820 |
| 6 | 0.822 |

The numerical error is about 0.001: a coarser grid moves the middle entry by that amount, and the same method overshoots the known results of parts (b) and (c) by 0.0007. Subtracting that overshoot gives 0.804, 0.819 and 0.822. Most of the rise from 0.785 has occurred by $L=0.5a$.

The bounds leave an uncertainty of $2(0.8488-0.7854)a\approx0.127a$ in the effective length. At $L=0$ this is 8% of the lower bound on $R$. It falls below 1% of that bound when $0.127a<0.01(L+1.57a)$, or $L\gtrsim 11a$. For $L\gg a$ the ends become a small correction to $\rho L/(\pi a^2)$.

## Part (e): a silicon window in an oxide

**Question.** Heavily doped n-type silicon is grown through a round window in an oxide and joins an n$^+$ wafer to a thick n$^+$ layer. Take $a=200$ nm, $L=100$ nm, electron density $n=10^{20}$ cm$^{-3}$ and mobility $\mu=80$ cm$^2$/Vs. Bound $R$, and estimate the main effects left out, for a current of 1 mA.

**Answer.** The resistivity is $\rho=1/(en\mu)=0.780$ mΩ cm, or 7800 Ω nm. With $\pi a^2=1.257\times10^5$ nm², each nanometre of effective length contributes 0.0621 Ω. The channel alone gives 6.21 Ω. The ends add between 157.1 and 169.8 nm each:

$$0.0621\,(100+314.2)=25.7\ \Omega\ \le R\le\ 0.0621\,(100+339.6)=27.3\ \Omega .$$

The bracket is 5.9% wide relative to its midpoint. The numerical $\alpha$ for $L/a=0.5$ gives an effective length of about 428 nm and $R=26.6$ Ω, or 26.5 Ω once the overshoot of the grid is removed. About three quarters of the resistance belongs to the ends, so the channel formula alone would be low by a factor of about four.

*Ballistic transport.* Ohm's law needs a mean free path $\ell\ll a$. For six spherical valleys at zero temperature, $k_F=(3\pi^2n/6)^{1/3}$ and $\ell=\hbar k_F\mu/e=4.2$ nm. The opening passes $N=6(k_Fa)^2/4$ modes per spin, which gives the Sharvin resistance $h/(2e^2N)=0.34$ Ω. Added in series, an interpolation rather than a derived law, it raises $R$ by 1.3%. With a density-of-states mass of 0.32 electron masses per valley, the zero-temperature Fermi energy is only 2.9 times $k_BT$ at 300 K, and the chemical potential at 300 K is about 2.5 $k_BT$, so this is a rough estimate. The resistance added is that of a fixed extra length $4\ell/3=5.5$ nm, whereas the gap between the numerical $\alpha$ and its upper bound is worth only about $0.06a$ in length. By this estimate $R$ exceeds the ohmic upper bound once $a$ falls below roughly 100 nm. The series rule errs on the high side when $\ell<a$. For isotropic scattering and specular walls, the Boltzmann equation at $\ell/a=0.25$ to $0.5$ adds only about 0.6 to 0.7 of the Sharvin resistance, which would move this radius down to roughly 60 to 70 nm. For a radius of a few nanometres, comparable with $\ell$, Ohm's law itself no longer describes the window.

*Finite layer.* Let the n$^+$ layer have thickness $H=5$ µm below a grounded electrode. Seen from that distance the mouth is a point source, with images of alternating sign at $\pm2H,\pm4H,\dots$ They change the potential at the mouth by

$$\frac{\rho I}{2\pi}\,2\sum_{m\ge1}\frac{(-1)^m}{2mH}=-\frac{\rho I\ln2}{2\pi H}.$$

This shortens one end by $a^2\ln2/(2H)=2.8$ nm and lowers $R$ by 0.65%. A contact resistivity of $10^{-7}$ Ω cm² would add 0.13 Ω, or 0.5%, if the current crossed the contact only within an area $\pi H^2$. The current spreads more widely than that, so the true addition is smaller.

*Heating.* Let both media have thermal conductivity $\kappa$, with no heat loss through the oxide and temperature $T_0$ far away. Then $\kappa\nabla^2T=-|\nabla\phi|^2/\rho$ is solved by $T-T_0=\phi(V-\phi)/(2\kappa\rho)$, because $\nabla^2[\phi(V-\phi)]=-2|\nabla\phi|^2$. The maximum, at $\phi=V/2$, is $V^2/(8\kappa\rho)$. For $V=26.6$ mV and $\kappa=70$ W/(m K) it is 0.16 K, which is negligible. The mean drift velocity in the channel, $5\times10^4$ cm/s, is far below the saturation velocity of roughly $10^7$ cm/s.

*Comparison with a real window.* The doping, mobility, contact resistivity and thermal conductivity are rough typical values for heavily doped silicon. Its cubic symmetry makes the ohmic resistivity isotropic, although the individual valleys are not. Two further assumptions that may fail are uniform doping and a known, round shape. If the layer were 10% more resistive than the rest, $R$ would rise by about 4%, because the end in the layer supplies roughly 164 nm of the effective length of 428 nm. At fixed $L$ and $\alpha$, a small relative error in $a$ is multiplied by

$$-\frac{2L+2\alpha a}{L+2\alpha a}=-\frac{528}{428}=-1.23,$$

so a radius 5% too large lowers the predicted $R$ by about 6%. Either change is comparable with the width of the bracket. An error common to the whole resistivity passes to $R$ in full: 10% in $\rho$ gives 10% in $R$. With uncertainties of this size, knowing the radius and the resistivity matters at least as much as refining $\alpha$.

All numerical values are calculated from the stated model.
